Ornstein-Zernike equation in rotational invariants: 6j coupling and dipolar algebra

Let two dipoles point along unit vectors u1 and u2, and let a pair function in Fourier space be bilinear in them at wave vector k = k k̂:

f(12) = u1·M·u2, M = f_Δ 1 + f_D T, T = 3k̂k̂ − 1.

Here f_Δ and f_D depend on the length k alone. The two angular functions are Δ = u1·u2 and D = u1·T·u2 = 3(u1·k̂)(u2·k̂) − u1·u2. Join two such functions, with matrices M and N, through a third dipole u3 and average over its direction. Since ⟨u3u3⟩ = 1/3 times the unit matrix, the result is

⟨(u1·M·u3)(u3·N·u2)⟩₃ = (1/3) u1·MN·u2.

Because k̂k̂ is a projector, T² = 9k̂k̂ − 6k̂k̂ + 1 = 3k̂k̂ + 1 = T + 2·1. Writing ∘ for the averaged product,

Δ∘Δ = Δ/3, Δ∘D = D∘Δ = D/3, D∘D = (D + 2Δ)/3.

The last product mixes the two functions. The mixing disappears in the eigenvalues of M, which are f∥ = f_Δ + 2f_D along k̂ and f⊥ = f_Δ − f_D, twice, across it. Matrices of this form share eigenvectors, so their eigenvalues simply multiply. For molecules of any shape the mixing is governed by a 6j symbol, and the eigenvalues are replaced by blocks labelled by the angular momentum χ about k̂.

Consider a homogeneous, isotropic classical fluid of rigid molecules with number density ρ. With r12 = r2 − r1 and orientation averages normalised to one, the Ornstein-Zernike equation defines the direct correlation c from the total correlation h:

h(12) = c(12) + ρ ∫ d³r3 ⟨c(13) h(32)⟩₃.

For the orientation Ω of a molecule let E^m_{aμ}(Ω) be the complex conjugate of Wigner's D^m_{aμ}(Ω). The index a refers to space-fixed axes and μ to body axes. For a direction put C_{lλ} = E^l_{λ0}, which is √(4π/(2l+1)) Y_{lλ}. Three standard properties are used:

E^m_{aμ}(RΩ) = Σ_{a'} E^m_{aa'}(R) E^m_{a'μ}(Ω),

⟨(E^m_{aμ})* E^n_{bν}⟩ = δ_{mn}δ_{ab}δ_{μν}/(2m+1),

(E^m_{aμ})* = (−1)^{a−μ} E^m_{−a,−μ}.

Any well-behaved pair function is a sum of products E^m_{aμ}(1) E^n_{bν}(2) C_{lλ}(r̂). If it is unchanged when everything is rotated by R, it equals its own average over R. By the first property that average contains

⟨E^m_{aa'}(R) E^n_{bb'}(R) E^l_{λλ'}(R)⟩_R = (m n l; a b λ)(m n l; a' b' λ'),

where the brackets on the right are 3j symbols, upper row first. The first 3j is absorbed in the coefficient, and the second builds the invariant, so that

f(12) = Σ f^{mnl}_{μν}(r) Φ^{mnl}_{μν},

Φ^{mnl}_{μν} = Σ_{abλ} (m n l; a b λ) E^m_{aμ}(1) E^n_{bν}(2) C_{lλ}(r̂).

These are the Blum-Torruella invariants in one choice of normalisation. Their mean square over all directions is 1/[(2m+1)(2n+1)(2l+1)], because the squares of the 3j symbols sum to one.

The Fourier transform uses e^{ik·r} = Σ_l (2l+1) i^l j_l(kr) P_l(k̂·r̂). The integral of P_l(k̂·r̂) C_{lλ}(r̂) over r̂ is 4π C_{lλ}(k̂)/(2l+1), so the invariant keeps its form with k̂ in place of r̂, and

f^{mnl}_{μν}(k) = 4π i^l ∫₀^∞ dr r² j_l(kr) f^{mnl}_{μν}(r).

Since r12 = r13 + r32, the spatial convolution becomes a product at one k:

h(k,12) = c(k,12) + ρ⟨c(k,13) h(k,32)⟩₃.

The coefficients do not depend on the direction of k, so the z axis may be laid along k̂. Then C_{lλ}(k̂) = δ_{λ0}, the 3j symbol requires b = −a, and with a = χ

f(k,12) = Σ F^{mn}_{μν,χ} E^m_{χμ}(1) E^n_{−χ,ν}(2),

F^{mn}_{μν,χ} = Σ_l (m n l; χ −χ 0) f^{mnl}_{μν}.

This is the χ transform. It loses nothing. For given m and n there are 2 min(m,n) + 1 values of l and as many of χ, and the orthogonality of the 3j symbols gives the inverse

f^{mnl}_{μν} = (2l+1) Σ_χ (m n l; χ −χ 0) F^{mn}_{μν,χ}.

In the averaged product, molecule 3 appears as E^{n₁}_{−χ,ν₁}(3) from c(13) and as E^{n₂}_{χ',ν₂}(3) from h(32). The conjugation rule turns the first into (−1)^{χ+ν₁}(E^{n₁}_{χ,−ν₁})*, and orthogonality then gives

⟨E^{n₁}_{−χ,ν₁} E^{n₂}_{χ',ν₂}⟩ = (−1)^{χ+ν₁} δ_{n₁n₂} δ_{χχ'} δ_{ν₂,−ν₁}/(2n₁+1).

The factor δ_{χχ'} is the block structure. Written out,

H^{mn}_{μν,χ} = C^{mn}_{μν,χ} + ρ Σ_{n₁ν₁} [(−1)^{χ+ν₁}/(2n₁+1)] C^{mn₁}_{μν₁,χ} H^{n₁n}_{−ν₁ν,χ}.

The average over the intermediate molecule is invariant under rotations about k̂, so the component χ cannot change along the chain. The ranks n and body indices ν remain coupled. With P_χ the matrix that takes (n,ν) to (n,−ν) with the weight shown, each block has the solution H_χ = (1 − ρC_χP_χ)⁻¹C_χ, provided the inverse exists. If the ranks are cut off at 2, the blocks for χ = −2 to 2 have sizes 5, 8, 9, 8 and 5. Their squares add up to 259, the number of coefficients f^{mnl}_{μν}.

To see what the same product looks like in the original invariants, insert the χ transforms of c and h and apply the inverse. The coefficient that joins l₁ and l₂ to l contains the sum

Σ_χ (−1)^χ (m n l; χ −χ 0)(m n₁ l₁; χ −χ 0)(n₁ n l₂; χ −χ 0).

The 6j symbol is the number that reduces such a sum to a single 3j symbol:

Σ (−1)^{L₁+L₂+L₃+M₁+M₂+M₃} (j₁ L₂ L₃; m₁ M₂ −M₃)(L₁ j₂ L₃; −M₁ m₂ M₃)(L₁ L₂ j₃; M₁ −M₂ m₃) = (j₁ j₂ j₃; m₁ m₂ m₃){j₁ j₂ j₃; L₁ L₂ L₃},

where the sum runs over M₁, M₂ and M₃. Set m₁ = m₂ = m₃ = 0, which forces M₁ = M₂ = M₃ = χ, and choose j₁ = l₂, j₂ = l₁, j₃ = l, L₁ = m, L₂ = n, L₃ = n₁. The sign becomes (−1)^{m+n+n₁+χ}, since 3χ and χ have the same parity. The third 3j is already (m n l; χ −χ 0). The first is (l₂ n n₁; 0 χ −χ). An odd permutation of its columns gives a factor (−1)^{l₂+n+n₁}, and reversing the lower row gives the same factor again, so it equals (n₁ n l₂; χ −χ 0). The second, (m l₁ n₁; −χ 0 χ), becomes (m n₁ l₁; χ −χ 0) in the same way. The sum over χ is therefore

(−1)^{m+n+n₁} (l₁ l₂ l; 0 0 0) {l₁ l₂ l; n m n₁}.

The order of l₁ and l₂ in the 3j is immaterial, because it vanishes unless l₁ + l₂ + l is even, and columns of a 6j may be permuted freely. Restoring the remaining factors,

(c∘h)^{mnl}_{μν} = Σ (−1)^{m+n+n₁+ν₁} [(2l+1)/(2n₁+1)] (l₁ l₂ l; 0 0 0) {l₁ l₂ l; n m n₁} c^{mn₁l₁}_{μν₁} h^{n₁nl₂}_{−ν₁ν},

with the sum over n₁, ν₁, l₁ and l₂. The 3j symbol comes from multiplying two harmonics of the same direction k̂. The 6j symbol comes from recoupling: n₁ is first coupled separately with m and with n, and must then be eliminated in favour of a direct coupling of m with n. The χ transform removes this l coupling because it labels the coefficients by the angular momentum about k̂, which the average over molecule 3 conserves.

For random coefficients of all ranks up to 2, at one generic geometry, a direct average over the orientation of molecule 3 gives 0.21400076 + 0.05769436i, and the 6j formula gives the same digits. The solution found block by block also satisfies the original averaged equation there to rounding accuracy, as the numerical output shows.

Return now to dipoles, for which μ = ν = 0. From (1 1 0; a −a 0) = (−1)^{1−a}/√3 and u1·u2 = Σ_a (−1)^a C_{1a}(u1) C_{1,−a}(u2) it follows that Δ = −√3 Φ^{110}. The invariant Φ^{112} is linear in each dipole and of rank two in k̂, so it is proportional to D. When u1, u2 and k̂ coincide, D = 2 and Φ^{112} = (1 1 2; 0 0 0) = √(2/15), which gives D = √30 Φ^{112}.

The product D∘D shows the 6j at work. Both input coefficients are √30, and m = n = n₁ = 1, so the sign is −1. For l = 0 the symbols are 0.447214 and 0.258199, and the coefficient of Φ^{110} is

−(1/3)(0.447214)(0.258199)(30) = −1.1547.

Division by −√3 gives 2/3 of Δ. For l = 2 the symbols are −0.239046 and 0.152753, and the coefficient of Φ^{112} is

−(5/3)(−0.239046)(0.152753)(30) = 1.8257.

Division by √30 gives 1/3 of D. For l = 1 the 3j symbol (2 2 1; 0 0 0) vanishes by parity, so no Φ^{111} appears. This is the matrix result T² = T + 2·1 again.

The χ transform also returns the eigenvalues. With f^{110} = −√3 f_Δ and f^{112} = √30 f_D,

F₀ = (−1/√3)(−√3 f_Δ) + √(2/15) √30 f_D = f_Δ + 2f_D = f∥,

F_{±1} = (1/√3)(−√3 f_Δ) + (1/√30) √30 f_D = −(f_Δ − f_D) = −f⊥.

In the blocks χ = ±1 the weight (−1)^χ/3 is negative and cancels the sign of F_{±1}. Adding an isotropic part f_S changes nothing in these channels, because ⟨u3⟩ = 0 makes its product with Δ or D vanish. Three scalar equations remain:

h_S = c_S + ρ c_S h_S, h∥ = c∥ + (ρ/3) c∥h∥, h⊥ = c⊥ + (ρ/3) c⊥h⊥.

This is Wertheim's dipolar algebra: if c lies in the span of 1, Δ and D, so does h, as long as the denominators 1 − ρc_S, 1 − ρc∥/3 and 1 − ρc⊥/3 do not vanish. Terms linear in a single dipole, such as u1·k̂, would couple f_S to the χ = 0 channel. They are absent if the correlations are unchanged when all dipoles are reversed. The closure also belongs to the convolution and not to ordinary multiplication. The mean of D² P₂(u1·k̂) P₂(u2·k̂) is 0.08, so D² contains terms of second rank in both dipoles. The same holds in real space with r̂ in place of k̂. A nonlinear closure such as the hypernetted-chain one, which exponentiates h − c minus the pair potential in units of the thermal energy at each separation, therefore leaves the span.

The three equations become scalar in real space too, once the j₂ transform of f_D is dealt with. Define

f̂_D(r) = f_D(r) − 3 ∫_r^∞ ds f_D(s)/s.

In its ordinary transform, exchange the order of integration in the second term and use ∫₀^s dr r² j₀(kr) = s² j₁(ks)/k:

4π ∫ dr r² j₀(kr) f̂_D(r) = 4π ∫ ds s² f_D(s) [j₀(ks) − 3j₁(ks)/(ks)] = −4π ∫ ds s² j₂(ks) f_D(s).

The last step is the recurrence j₀(x) + j₂(x) = 3j₁(x)/x, and the right side is f_D(k), the factor i² supplying its sign. To invert, let I(r) = ∫_r^∞ ds f_D(s)/s. Then f_D = −r I', so r²f̂_D = −(r³I)', and if r³I vanishes at the origin,

f_D(r) = f̂_D(r) − (3/r³) ∫₀^r ds s² f̂_D(s).

Thus f_Δ + 2f̂_D and f_Δ − f̂_D obey ordinary scalar convolution equations with density ρ/3.

This is what makes the mean spherical approximation for dipolar hard spheres tractable. With the sphere diameter as unit of length, dipole moment μ and inverse temperature β, that closure sets c_S = c_Δ = 0 and c_D = βμ²/r³ outside the core, and h_S = −1 and h_Δ = h_D = 0 inside. Outside, ĉ_D = βμ²/r³ − 3βμ²/(3r³) = 0, so the long-range tail has gone. Inside, ĥ_D = −3K with K = ∫₁^∞ ds h_D(s)/s. The longitudinal ĥ is therefore −6K in the core and the transverse one is +3K. Dividing the longitudinal functions by 6K and the transverse ones by −3K gives two problems with h = −1 inside and c = 0 outside, which is the Percus-Yevick hard-sphere problem, at densities 2Kρ and −Kρ. The constant K is fixed by requiring the tail to come back: −3∫₀¹ ds s² ĉ_D(s) = βμ².

A simpler model, in which c is prescribed, allows every number to be followed. Take ρ = 0.6 and βμ² = 0.5 in units of the core diameter, c_S = −1 and c_Δ = −0.3 inside the core and zero outside, and c_D = βμ²/r³ outside and zero inside. Then ĉ_D is −0.5 inside and zero outside, so all three transforms are multiples of that of a unit ball, 4πj₁(k)/k. At k = 2 they are c_S = −2.7357, c_Δ = −0.8207 and c_D = −1.3678. Hence, with unrounded values carried through so that a last digit may differ by one from the rounded arithmetic,

c∥ = −0.8207 − 2(1.3678) = −3.5564, c⊥ = −0.8207 + 1.3678 = 0.5471,

h∥ = −3.5564/(1 + 0.2 × 3.5564) = −2.0782,

h⊥ = 0.5471/(1 − 0.2 × 0.5471) = 0.6144.

Going back, h_D = (h∥ − h⊥)/3 = −0.8975 and h_Δ = (h∥ + 2h⊥)/3 = −0.2832. The isotropic channel gives h_S = −2.7357/(1 + 0.6 × 2.7357) = −1.0357.

The signs of h∥ and h⊥ have a direct meaning. For one Cartesian component of the dipoles, the self term contributes ⟨u_z²⟩ = 1/3 to the mean square fluctuation per molecule, and pairs contribute ρM_zz/9. Relative to independent dipoles the fluctuation is therefore

S = 1 + ρh/3 = 1/(1 − ρc/3),

with h and c taken in the channel concerned. At k = 2 the longitudinal fluctuations, which create polarisation charge, are suppressed and the transverse ones are enhanced. This does not hold at every k. In the model c∥ and c⊥ are both proportional to j₁(k)/k, so both change sign at k ≈ 4.49, and just beyond it the longitudinal fluctuations are the enhanced ones. At k → 0 the model gives S∥ = 0.4787 and S⊥ = 1.2013.

These two numbers determine the permittivity ε. In Gaussian electrostatics, linear response to a weak field E₀ coupled to the dipoles gives a polarisation P with 4πP/E₀ = 4πβρμ²S/3 = 3yS, where y = 4πρβμ²/9. A transverse polarisation has no charge and makes no electrostatic field, so E₀ is the total field. A longitudinal one adds −4πP, and the total field is E₀/ε. Therefore

ε − 1 = 3yS⊥, 1 − 1/ε = 3yS∥.

The two routes agree because of the dipolar tail. It fixes c_D(k→0) = −4πβμ²/3, so (ρ/3)(c∥ − c⊥) = ρc_D = −3y and 1/S∥ = 1/S⊥ + 3y. Either relation then gives ε = S⊥/S∥. With y = 0.4189 the transverse route reads 1 + 3(0.4189)(1.2013) = 2.51, and the longitudinal route gives the same value. If c_Δ is set to zero, S⊥ = 1/(1−y) and S∥ = 1/(1+2y), so

ε = (1 + 2y)/(1 − y).

This is the Clausius-Mossotti form. It tends to 1 + 3y for weak coupling and diverges at y = 1, where the transverse denominator vanishes and this choice of c ceases to describe a stable fluid.

The real-space tail of h follows from the inverse of the hat transform. If ĥ_D is short-ranged, then at large r

r³h_D → −(3/4π) h_D(k→0) = (3/4π)(S⊥ − S∥)/ρ.

Insert S⊥ = (ε−1)/(3y), S∥ = S⊥/ε and 1/(4πρ) = βμ²/(9y):

r³h_D → βμ² [(ε−1)/(3y)]²/ε.

When the dipoles are nearly uncorrelated, so that S⊥ = (ε−1)/(3y) and ε are both close to 1, this returns the bare βμ². In the model it is 0.5 × 1.2013²/2.5096 = 0.2875, and the numerical inverse transform at r = 8 gives 0.2875 as well. In this model the tail is thus weaker than its bare value of 0.5. That is not a general rule: for the choice c_Δ = 0 above, the ratio to the bare tail is 1/[(1 − y)(1 + 2y)], which exceeds 1 when y lies between 1/2 and 1.

The prescribed c is not a solution of the mean spherical approximation. At r = 0.5, inside the core, h_S, h_Δ and h_D are −0.354, −0.104 and −0.033. Impenetrable spheres require h(12) = −1 there for every orientation, that is, the values −1, 0 and 0. The permittivity of 2.51 is thus a property of this model c and not a prediction for dipolar hard spheres. The algebra that leads from c to h is unaffected, since it does not depend on how c was obtained.

Calculated quantities

```
GENERAL MOLECULES, ranks 0 to 2 (dimensionless)
coefficients f^{mnl}_{mu nu}: 259
chi block sizes, chi=-2..2: [5, 8, 9, 8, 5]
product, direct average: 0.21400076 +0.05769436i
product, 6j formula:     0.21400076 +0.05769436i
OZ residual of chi solution: 9.8e-18
DIPOLAR PRODUCTS (dimensionless)
Delta o Delta: 0.333333 Delta + 0.000000 D
Delta o D: -0.000000 Delta + 0.333333 D
D o D: 0.666667 Delta + 0.333333 D
l=0: 3j(2 2 l;000) = 0.447214, 6j(2 2 l;1 1 1) = 0.258199
l=2: 3j(2 2 l;000) = -0.239046, 6j(2 2 l;1 1 1) = 0.152753
mean of D^2: 0.666667
mean of D^2 P2(u1.k) P2(u2.k): 0.080000
spatial convolution, max error: 7.7e-15
MODEL FLUID (reduced units, sigma = 1)
rho sigma^3 = 0.6, beta mu^2/sigma^3 = 0.5
core values: c_S = -1.0, c_Delta = -0.3
at k sigma = 2.0, transforms in sigma^3:
c_S = -2.735685, c_Delta = -0.820705, c_D = -1.367842
c_par = -3.556390, c_perp = 0.547137
h_par = -2.078207, h_perp = 0.614365
h_S = -1.035691, h_Delta = -0.283159, h_D = -0.897524
at k = 0:
c_par = -5.445427, c_perp = 0.837758 (sigma^3)
y = 0.418879, S_par = 0.478678, S_perp = 1.201276
epsilon, transverse route:   2.509568
epsilon, longitudinal route: 2.509568
smallest OZ denominator: 0.783432
r/sigma=0.5: h_S=-0.35365, h_Delta=-0.10390, h_D=-0.03322
r/sigma=1.5: h_S=0.04872, h_Delta=0.01918, h_D=0.10012
r/sigma=3.0: h_S=-0.00118, h_Delta=-0.00002, h_D=0.01061
r^3 h_D at r/sigma=8.0: 0.28751 sigma^3
r^3 h_D from epsilon:   0.28751 sigma^3
bare r^3 c_D:           0.50000 sigma^3
```
